\section*{Equibiaxial moduli and film-induced curvature of (001) and (111) silicon wafers}

\section*{Problem}

A film under stress bends the wafer that carries it, and the measured curvature is used to find the film stress. The conversion requires the wafer's resistance to equal stretching in all in-plane directions, which depends on how the wafer was cut from the crystal.

Silicon is cubic. Take as input its accepted elastic constants near room temperature,
\[
C_{11}=165.7,\qquad C_{12}=63.9,\qquad C_{44}=79.6\ \text{GPa}.
\]
Two wafers, one (001) and one (111), have thickness $h=725\ \mu$m and radius $a=100$ mm. Each carries on one face a uniform oxide of thickness $h_f=500$ nm with an equibiaxial stress of $-300$ MPa (compressive; a rough typical size for thermal oxide).

\begin{enumerate}
\item[(a)] Derive the equibiaxial modulus $B$, the ratio of in-plane stress to in-plane strain when the faces are free of traction, for both wafers. Evaluate it.
\item[(b)] State when the (111) wafer is the stiffer one.
\item[(c)] Derive the curvature caused by a film force per unit width $F$, and compare the two wafers at equal $F$ and $h$.
\item[(d)] Decide whether a (110) wafer also bends into a sphere, and find the effect of a $4^\circ$ miscut.
\item[(e)] Estimate the errors from finite film thickness, large deflection and gravity.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The two moduli}

In the cube axes, linear elasticity reads
\begin{align}
\sigma_{11}&=C_{11}\varepsilon_{11}+C_{12}(\varepsilon_{22}+\varepsilon_{33}),\\
\sigma_{12}&=2C_{44}\varepsilon_{12},
\end{align}
with the other components obtained by permuting the axes. The factor 2 appears because $\varepsilon_{12}$ is the tensor shear strain, half the engineering shear.

Let $\mathbf n$ be the unit wafer normal. An in-plane strain $e$, equal in all directions, together with a normal strain $e+d$ is the tensor
\begin{equation}
\varepsilon_{ij}=e\,\delta_{ij}+d\,n_in_j .
\end{equation}
The unknown $d$ follows from zero normal traction. We must also confirm that no shear traction remains.

\emph{Wafer (001).} Here $\varepsilon_{11}=\varepsilon_{22}=e$ and all shears vanish. The condition $\sigma_{33}=2C_{12}e+C_{11}\varepsilon_{33}=0$ gives
\begin{equation}
\varepsilon_{33}=-\frac{2C_{12}}{C_{11}}\,e=-0.771\,e .
\end{equation}
Substitution into $\sigma_{11}=(C_{11}+C_{12})e+C_{12}\varepsilon_{33}$ yields
\begin{equation}
B_{001}=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}
=\frac{(C_{11}-C_{12})(C_{11}+2C_{12})}{C_{11}} .
\end{equation}
The second form follows on multiplying out its numerator, $C_{11}^2+C_{11}C_{12}-2C_{12}^2$. Numerically,
\[
B_{001}=165.7+63.9-\frac{2(63.9)^2}{165.7}=180.3\ \text{GPa}.
\]

\emph{Wafer (111).} Now $n_in_j=1/3$ for every pair $i,j$. Each diagonal strain is $e+d/3$ and each off-diagonal strain is $d/3$. With $K_3=C_{11}+2C_{12}$, which is three times the bulk modulus, the stresses are
\begin{equation}
\sigma_{\rm diag}=K_3\left(e+\frac d3\right),\qquad
\sigma_{\rm off}=\frac{2C_{44}d}{3}.
\end{equation}
Every component of $\sigma\mathbf n$ equals $(\sigma_{\rm diag}+2\sigma_{\rm off})/\sqrt3$. The traction is therefore parallel to $\mathbf n$, and there is no shear traction. Setting it to zero gives
\begin{equation}
K_3e+\frac{K_3+4C_{44}}{3}\,d=0
\quad\Longrightarrow\quad
d=-\frac{3K_3}{K_3+4C_{44}}\,e .
\end{equation}
For an in-plane vector $\mathbf u$ the components sum to zero, because $\mathbf u\cdot\mathbf n=0$. Hence $\sigma\mathbf u=(\sigma_{\rm diag}-\sigma_{\rm off})\mathbf u$. The traction condition also says $\sigma_{\rm diag}=-2\sigma_{\rm off}$, so the in-plane stress is $-3\sigma_{\rm off}=-2C_{44}d$, and
\begin{equation}
B_{111}=\frac{6C_{44}(C_{11}+2C_{12})}{C_{11}+2C_{12}+4C_{44}} .
\end{equation}
With $K_3=293.5$ GPa,
\[
B_{111}=\frac{6(79.6)(293.5)}{293.5+4(79.6)}=229.1\ \text{GPa}.
\]
The normal strain is $e+d=-0.439\,e$. The (111) wafer thins less than the (001) wafer for the same in-plane stretch.

Rounding the three inputs to 166, 64 and 80 GPa gives 180.7 and 229.8 GPa, so the last printed digit depends on the precision of the inputs.

\subsection*{(b) Which wafer is stiffer}

The modulus $B_{001}$ does not contain $C_{44}$, because its deformation has no shear in the cube axes. The modulus $B_{111}$ does, and
\begin{equation}
\frac{\partial B_{111}}{\partial C_{44}}
=\frac{6K_3^2}{(K_3+4C_{44})^2}>0 .
\end{equation}
The two agree for an elastically isotropic crystal: setting $C_{44}=(C_{11}-C_{12})/2$ gives $K_3+4C_{44}=3C_{11}$, and then
\[
B_{111}=\frac{3(C_{11}-C_{12})K_3}{3C_{11}}=B_{001}.
\]
Since $B_{111}$ rises with $C_{44}$ from this point, a stable cubic crystal has $B_{111}>B_{001}$ precisely when
\begin{equation}
A=\frac{2C_{44}}{C_{11}-C_{12}}>1 .
\end{equation}
Silicon has $A=1.564$. In the limit $C_{44}\to0$ the (111) wafer loses its equibiaxial stiffness, while for $C_{44}\to\infty$ its modulus saturates at $3K_3/2$: shear in the cube axes then becomes impossible, so $d\to0$ and the strain of the (111) wafer is a pure volume change.

\subsection*{(c) Curvature under the same film force}

Measure $z$ from the wafer midplane towards the film. Let $\kappa$ be positive when the film side is concave, so that the film side is shortened by bending. The in-plane strain in the wafer is
\begin{equation}
\varepsilon(z)=e_0-\kappa z .
\end{equation}
For both wafers this produces the equibiaxial stress $B\varepsilon(z)$. Let $F$ be the film stress times $h_f$, positive in tension. Treat the film as a thin layer at $z=h/2$. A free wafer carries no net force and no net moment:
\begin{align}
\int_{-h/2}^{h/2}B(e_0-\kappa z)\,dz+F&=0
&&\Longrightarrow\quad e_0=-\frac{F}{Bh},\\
\int_{-h/2}^{h/2}B(e_0-\kappa z)z\,dz+\frac{Fh}{2}&=0
&&\Longrightarrow\quad \frac{B\kappa h^3}{12}=\frac{Fh}{2}.
\end{align}
The second line gives the Stoney formula,
\begin{equation}
\kappa=\frac{6F}{Bh^2},\qquad
\frac{\kappa_{001}}{\kappa_{111}}=\frac{B_{111}}{B_{001}}=1.270
\quad(\text{equal }F,h).
\label{stoney}
\end{equation}
It holds for a uniform thin film, small deflections, and points several thicknesses from the rim, where the stress departs from this simple profile.

The oxide force is $F=(-300\ \text{MPa})(500\ \text{nm})=-150$ N/m. For the (001) wafer,
\[
\kappa_{001}=\frac{6(-150)}{(180.3\times10^9)(725\times10^{-6})^2}\ \text{m}^{-1}
=-9.50\ \text{km}^{-1},
\]
and in the same way $\kappa_{111}=-7.47\ \text{km}^{-1}$. The negative sign means that the oxide side is convex. The radii of curvature are 105 m and 134 m. The centre-to-edge bow $|\kappa|a^2/2$ is 47.5 $\mu$m for (001) and 37.4 $\mu$m for (111).

If the (111) curvature is converted to stress with the (001) modulus, the result is $-236$ MPa instead of $-300$ MPa. The magnitude is 21\% too small relative to the true value.

\subsection*{(d) Other orientations}

For a general cut it is easier to start from the stress. Let $s_{11},s_{12},s_{44}$ be the compliances, with $s_{44}=1/C_{44}$, and define $s_a=s_{11}-s_{12}-s_{44}/2$. The inverse elastic law is
\begin{equation}
\varepsilon_{ij}=s_{12}\,\delta_{ij}\,\mathrm{tr}\,\sigma
+\frac{s_{44}}2\sigma_{ij}+s_a\,\delta_{ij}\sigma_{ii}
\quad(\text{no sum}).
\end{equation}
An equibiaxial stress $\sigma_{ij}=\sigma(\delta_{ij}-n_in_j)$ has trace $2\sigma$. Contract the strain with in-plane unit vectors $\mathbf u,\mathbf v$, for which terms in $n_iu_i$ vanish. Since $2s_{12}+s_{44}/2+s_a=s_{11}+s_{12}$,
\begin{equation}
\varepsilon_{uv}=\sigma\left[(s_{11}+s_{12})\,\mathbf u\cdot\mathbf v
-s_a\sum_m n_m^2u_mv_m\right].
\label{general}
\end{equation}
Force and moment balance fix the wafer stress as $-F/h-6Fz/h^2$, whatever the orientation. The curvature tensor is therefore $6F/h^2$ times the bracket.

For (001) the sum vanishes and $1/B_{001}=s_{11}+s_{12}$. For (111) it equals $\mathbf u\cdot\mathbf v/3$, so $1/B_{111}=s_{11}+s_{12}-s_a/3$. Both wafers become spherical, and subtraction gives
\begin{equation}
s_a=3\left(\frac1{B_{001}}-\frac1{B_{111}}\right).
\end{equation}

For (110), $n_m^2=(1/2,1/2,0)$. The sum is 0 along $[001]$ and $1/2$ along $[1\bar10]$, with no cross term. The two principal curvatures are thus
\begin{align}
\kappa_{[001]}&=\kappa_{001}=-9.50\ \text{km}^{-1},\\
\kappa_{[1\bar10]}&=\kappa_{001}-\tfrac32(\kappa_{001}-\kappa_{111})
=-6.46\ \text{km}^{-1}.
\end{align}
A (110) wafer does not become spherical, and the modulus that converts the curvature along a line to stress depends on the direction of that line.

Now tilt a normal $\mathbf n_0$ by a small angle $\theta$ towards an in-plane unit vector $\mathbf t$. To first order, $n_m^2$ changes by $2\theta n_{0m}t_m$. For (111) and $\mathbf t=(1,1,-2)/\sqrt6$ this is $2\theta t_m/\sqrt3$. The sum in (\ref{general}) then changes by $-2\theta/\sqrt{18}$ along $\mathbf t$ and by $+2\theta/\sqrt{18}$ along $(1,-1,0)/\sqrt2$. The mean is unchanged at this order, but the principal curvatures separate. Relative to the mean,
\begin{equation}
\frac{|\Delta\kappa|}{|\kappa|}\simeq\frac{4\theta}{\sqrt{18}}\,s_aB_{111}
=\frac{4\theta}{\sqrt{18}}\,3\left(\frac{B_{111}}{B_{001}}-1\right).
\end{equation}
For $4^\circ$, or $\theta=0.070$, this is 5.3\%. The calculation with the full tilt gives 5.7\% for this tilt direction, and a mean curvature change of 0.25\%. A tilt the opposite way gives a separation of 4.9\%.

For (001) the product $n_{0m}t_m$ is zero for every $m$, so the first-order term vanishes. The full calculation for a $4^\circ$ tilt towards $[110]$ gives a separation of 0.31\% and a mean change of $-0.31\%$; towards $[100]$ the mean change is the same and the separation is twice as large, 0.62\%. A (111) wafer is therefore much more sensitive to this miscut in the shape of its bow than in its average curvature.

\subsection*{(e) Errors of the simple model}

\emph{Film thickness.} Suppose that $-300$ MPa is the film stress while the wafer is held flat and unstrained. Two corrections are linear in $h_f/h$. The film's midplane lies at $(h+h_f)/2$, which increases the lever arm by the factor $1+h_f/h$. Release of the wafer also strains the film by
\begin{equation}
e_0-\frac{\kappa h}{2}=-\frac{F}{Bh}-\frac{3F}{Bh}=-\frac{4F}{Bh},
\end{equation}
which changes its stress by the fraction $-4(B_f/B)(h_f/h)$, where $B_f$ is the film's equibiaxial modulus. Together,
\begin{equation}
\kappa\simeq\frac{6F}{Bh^2}\left[1+\frac{h_f}{h}\left(1-\frac{4B_f}{B}\right)\right].
\end{equation}
Rough oxide values, Young modulus 70 GPa and Poisson ratio 0.17, give $B_f=70/(1-0.17)=84.3$ GPa. The relative corrections are $-6.0\times10^{-4}$ for (001) and $-3.3\times10^{-4}$ for (111). A numerical solution of the two-layer plate, with all three midplane strains and all three curvature components free, gives $-9.490$ and $-7.472\ \text{km}^{-1}$, against $-9.496$ and $-7.474\ \text{km}^{-1}$ from (\ref{stoney}). Their ratio remains 1.270.

\emph{In-plane constants of (111).} The next two estimates need a Young modulus. A uniaxial stress along $\mathbf u$ gives $1/E=s_{12}+s_{44}/2+s_a\sum_mu_m^4$. On (111), $\sum_mu_m=0$ and $\sum_mu_m^2=1$ imply $\sum_mu_m^4=1/2$ for every in-plane direction. Hence
\begin{equation}
\frac1E=\frac{s_{11}+s_{12}}2+\frac{s_{44}}4
=\frac1{2B_{001}}+\frac1{4C_{44}},
\end{equation}
so $E=169.1$ GPa. For in-plane isotropy $B=E/(1-\nu)$, which gives $\nu=1-169.1/229.1=0.262$.

\emph{Large deflection.} A disc cannot become spherical without stretching its midplane. Keep the shape $w=\kappa r^2/2$ and let $u(r)$ be the radial displacement. The strains are $\varepsilon_r=u'+\kappa^2r^2/2$ and $\varepsilon_\theta=u/r$, so $(r\varepsilon_\theta)'=\varepsilon_r-\kappa^2r^2/2$. Equilibrium, $\sigma_\theta=(r\sigma_r)'$, and a free edge are satisfied by
\begin{equation}
\sigma_r=\alpha(a^2-r^2),\qquad \sigma_\theta=\alpha(a^2-3r^2).
\end{equation}
Inserting $E\varepsilon_r=\sigma_r-\nu\sigma_\theta$ and $E\varepsilon_\theta=\sigma_\theta-\nu\sigma_r$ into the strain relation leaves $-8\alpha r^2=-E\kappa^2r^2/2$, or $\alpha=E\kappa^2/16$. In the energy, the integral of $r\sigma_r\sigma_\theta=(r\sigma_r)(r\sigma_r)'$ vanishes, because $r\sigma_r$ is zero at both ends. The stretching energy is therefore
\begin{equation}
U_m=\frac{\pi h}{E}\int_0^a(\sigma_r+\sigma_\theta)^2r\,dr
=\frac{\pi hE\kappa^4a^6}{384},
\end{equation}
while the bending energy is $U_b=\pi a^2Bh^3\kappa^2/12$. The midplane stretching adds nothing to the film's work, because the integral of $(\sigma_r+\sigma_\theta)r$ from $0$ to $a$ is zero. That work is therefore linear in $\kappa$, and equilibrium fixes $dU_b/d\kappa+dU_m/d\kappa$. The curvature averaged over the disc's area falls by the fraction
\begin{equation}
\frac{dU_m/d\kappa}{dU_b/d\kappa}=\frac{E}{B}\,\frac{\kappa^2a^4}{16h^2}
=4.9\times10^{-4}
\end{equation}
for the (111) wafer. The true shape is not exactly spherical. Putting the membrane stress found above into the plate equation, with a free edge, shows that the curvature at the centre falls by $2+\nu\approx2.3$ times this fraction. The estimate applies while the fraction is small. It uses in-plane isotropy and so covers the (111) wafer only; the (001) wafer, which bends more, loses a larger fraction, about $9\times10^{-4}$ in the area average.

\emph{Gravity.} Support the (111) wafer freely around its edge. With silicon's density 2330 kg/m$^3$, its weight per area is $q=16.6$ Pa. Its bending stiffness is $D=Eh^3/[12(1-\nu^2)]=5.77$ N m. The downward deflection obeys $D\nabla^4w=q$, and the solution regular at the centre is $w=c_0+c_2r^2+qr^4/(64D)$. Zero edge moment, $w''+\nu w'/r=0$ at $r=a$, gives
\begin{equation}
c_2=-\frac{(3+\nu)qa^2}{32(1+\nu)D},
\end{equation}
and $w(a)=0$ then gives the central sag
\begin{equation}
c_0=\frac{qa^4}{64D}\left[\frac{2(3+\nu)}{1+\nu}-1\right]
=\frac{(5+\nu)qa^4}{64(1+\nu)D}=18.7\ \mu\text{m}.
\end{equation}
This is half the film bow of 37.4 $\mu$m. It cancels to leading order if the shape is measured with and without the film on the same support and the two shapes are subtracted.

\subsection*{The model beside a real oxidized wafer}

The diameter and thickness are those of a common 200 mm wafer, and 500 nm is a reasonable thickness for a thick thermal oxide. The stress and oxide constants are rough. Since $\kappa\propto h^{-2}$, the wafer thickness must be measured rather than taken as nominal: an error of $1\ \mu$m in $h$ shifts the curvature by 0.28\%, more than the film-thickness and large-deflection corrections of (e), and an error of $20\ \mu$m shifts it by about 6\%. Oxidation itself consumes roughly $0.44h_f$ of silicon per face, which raises the curvature by about $6\times10^{-4}$ per face. Thermal oxidation normally coats both faces, which breaks the assumption of a one-sided film: two equal films exert opposite moments and the curvature goes to zero, so the back oxide must be removed before (\ref{stoney}) applies. Equal force is a condition of the comparison; equal oxidation time need not produce it, since the growth rate depends on orientation. Some (111) wafers are deliberately cut a few degrees off axis, and the separation of the principal curvatures, 4.9 to 5.7\% for a $4^\circ$ tilt depending on its direction, then matters if curvature is scanned along one line. Heating by 100 K, with a rough softening of 70 ppm/K, lowers the moduli by 0.7\%. At fixed $F$ this raises both curvatures by about the same fraction; a change of film force on heating is a separate effect. The computed values are collected in the numerical output below.

\section*{Table of computed values}
\begin{verbatim}
INPUTS
C11, C12, C44 (GPa): 165.7 63.9 79.6
wafer thickness 725 um, radius 100 mm
film thickness 500 nm
film stress -300 MPa
film Young modulus 70 GPa
film Poisson ratio 0.17
silicon density 2330 kg/m^3
MODULI
C11 + 2 C12 = 293.5 GPa
anisotropy ratio A = 1.564
B(001) = 180.3 GPa
normal/in-plane strain (001) = -0.771
B(111) = 229.1 GPa
normal/in-plane strain (111) = -0.439
B(111)/B(001) = 1.270
constants rounded to whole GPa: 166 64 80
  give B(001) = 180.7 GPa
  give B(111) = 229.8 GPa
CURVATURE
film force per width = -150.0 N/m
(001) Stoney curvature = -9.496 1/km
(001) radius of curvature = 105.3 m
(001) centre-to-edge bow = 47.5 um
(001) laminate curvature = -9.490 1/km
(111) Stoney curvature = -7.474 1/km
(111) radius of curvature = 133.8 m
(111) centre-to-edge bow = 37.4 um
(111) laminate curvature = -7.472 1/km
laminate curvature ratio 001/111 = 1.270
(111) read with B(001): film stress = -236 MPa
(110) principal curvatures (1/km): -9.49 -6.46
NEGLECTED EFFECTS
film modulus Bf = 84.3 GPa
(001) film-thickness correction = -6.01e-04
(001) 4 deg miscut: mean curvature change -0.31 %
(001) same miscut: principal curvature spread 0.31 %
(111) film-thickness correction = -3.26e-04
(111) 4 deg miscut: mean curvature change 0.25 %
(111) same miscut: principal curvature spread 5.67 %
(111) in-plane Young modulus = 169.1 GPa
(111) in-plane Poisson ratio = 0.262
(111) large-deflection curvature loss = 4.90e-04
(111) gravity sag, edge support = 18.7 um
assumed softening = 70 ppm/K
modulus loss for 100 K heating = 0.7 %
\end{verbatim}
